# Why fixed charge of either sign quiets an interface trap: a program that tests the result

```python
"""Interface recombination through one trap level under fixed surface charge.
Result under test: with flat quasi-Fermi levels the surface product n_s*p_s is
fixed, so recombination peaks at S_n*n_s = S_p*p_s and falls as 1/Q^2 for large
fixed charge Q of either sign.
n_s, p_s: surface electron and hole densities (cm^-3); S_n, S_p: cross section
times thermal velocity times trap density (cm/s); u: band bending / kT, positive
when electrons are attracted; Q: fixed charge in elementary charges per cm^2;
A = permittivity*kT/q^2 (cm^-1); S_eff = recombination rate / excess density.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy, ai_zeros

q, kB, hbar, m_e = const.e, const.k, const.hbar, const.m_e

# Rough typical parameters of a passivated p-type silicon surface
T = 300.0
eps_r = 11.7
gap = 1.12           # eV
ni = 1.0e10          # cm^-3
doping = 1.0e16      # acceptors, cm^-3
excess = 1.0e13      # injected pairs, cm^-3
sigma_n, sigma_p = 1.0e-15, 1.0e-16   # cm^2
v_th = 1.0e7         # cm/s
N_it = 1.0e10        # cm^-2
Q_ex = 1.0e12        # cm^-2
tau_bulk = 1.0e-3    # s
C_auger = 4.0e-31    # cm^6/s
D_n, D_p = 30.0, 10.0                # cm^2/s
N_band = 3.0e19      # effective density of states, cm^-3
S_n, S_p = sigma_n * v_th * N_it, sigma_p * v_th * N_it


def screening_constant(temp):
    return eps_r * const.epsilon_0 * kB * temp / q**2 / 100.0


def edge_densities(n_intrinsic):
    p0 = doping / 2 + np.sqrt(doping**2 / 4 + n_intrinsic**2)
    return n_intrinsic**2 / p0 + excess, p0 + excess


A = screening_constant(T)
n_d, p_d = edge_densities(ni)
product = n_d * p_d
kT_eV = kB * T / q


def charge_from_bending(u, a=A, nd=n_d, pd=p_d):
    g = nd * (np.expm1(u) - u) + pd * (np.expm1(-u) + u)
    return np.sign(u) * np.sqrt(2 * a * max(g, 0.0))


def bending_from_charge(Q, a=A, nd=n_d, pd=p_d):
    if Q == 0:
        return 0.0
    return brentq(lambda u: charge_from_bending(u, a, nd, pd) - Q,
                  -30, 30, xtol=1e-12)


def rate_formula(ns, ps, level=0.0, n_int=ni, sn=S_n, sp=S_p):
    n1, p1 = n_int * np.exp(level), n_int * np.exp(-level)
    return (ns * ps - n_int**2) / ((ns + n1) / sp + (ps + p1) / sn)


def rate_kinetic(ns, ps, level=0.0, cs_n=sigma_n, cs_p=sigma_p):
    """Steady state of the empty/filled master equation; returns rate, filling."""
    n1, p1 = ni * np.exp(level), ni * np.exp(-level)
    cn, cp = cs_n * v_th, cs_p * v_th
    fill = cn * ns + cp * p1
    drain = cp * ps + cn * n1
    scale = max(fill, drain)
    empty, full = np.linalg.solve([[fill / scale, -drain / scale], [1, 1]],
                                  [0, N_it])
    return cn * (ns * empty - n1 * full), full / N_it


def S_kin(u, **kw):
    return rate_kinetic(n_d * np.exp(u), p_d * np.exp(-u), **kw)[0] / excess


def S_formula(u):
    return rate_formula(n_d * np.exp(u), p_d * np.exp(-u)) / excess


def poisson_grid(Q, nodes=3000, depth=1.2e-4, x0=1e-7):
    """Finite-volume Newton solution with the surface charge imposed."""
    x = x0 * np.expm1(np.linspace(0, np.log1p(depth / x0), nodes))
    h = np.diff(x)
    vol = np.zeros(nodes)
    vol[0] = h[0] / 2
    vol[1:-1] = (h[:-1] + h[1:]) / 2
    u = np.zeros(nodes)
    for part in (0.03, 0.1, 0.3, 1.0):
        for _ in range(300):
            n, p = n_d * np.exp(u), p_d * np.exp(-u)
            flux = np.diff(u) / h
            res = -vol * (n - p + p_d - n_d) / A
            res[0] += flux[0] + part * Q / A
            res[1:-1] += np.diff(flux)
            res[-1] = u[-1]
            band = np.zeros((3, nodes))
            band[0, 1:] = 1 / h
            band[2, :-1] = 1 / h
            band[2, -2] = 0
            band[1] = -vol * (n + p) / A
            band[1, 0] -= 1 / h[0]
            band[1, 1:-1] -= 1 / h[:-1] + 1 / h[1:]
            band[1, -1] = 1
            du = solve_banded((1, 1), band, -res)
            u += np.clip(du, -1, 1)
            if np.max(np.abs(du)) < 1e-8:
                break
        else:
            raise AssertionError("Poisson iteration did not converge")
    return x, u


# Rate law against the master equation, over bending and trap level
for u in (-6.0, 0.0, 2.0, 7.0, 12.0):
    for level in (-10.0, 0.0, 10.0):
        ns, ps = n_d * np.exp(u), p_d * np.exp(-u)
        direct = rate_kinetic(ns, ps, level)[0]
        assert abs(direct / rate_formula(ns, ps, level) - 1) < 1e-6

# Balance of capture rates at the numerically located maximum
level_off = 0.30 / kT_eV
for level in (0.0, level_off, -level_off):
    best = minimize_scalar(lambda u: -S_kin(u, level=level), bounds=(-6, 12),
                           method="bounded", options={"xatol": 1e-9}).x
    balance = S_n * n_d * np.exp(best) / (S_p * p_d * np.exp(-best))
    assert abs(balance - 1) < 1e-3
u_peak = 0.5 * np.log(S_p * p_d / (S_n * n_d))
ns_peak, ps_peak = n_d * np.exp(u_peak), p_d * np.exp(-u_peak)
U_peak, filling = rate_kinetic(ns_peak, ps_peak)
peak_law = (product - ni**2) / (2 * np.sqrt(product / (S_n * S_p))
                                + ni / S_p + ni / S_n)
assert abs(U_peak / peak_law - 1) < 1e-8 and abs(filling - 0.5) < 1e-3
wait_n = 1 / (sigma_n * v_th * ns_peak)
wait_p = 1 / (sigma_p * v_th * ps_peak)
assert abs(N_it / (wait_n + wait_p) / U_peak - 1) < 1e-3

# Most active level at the balanced surface
level_best = 0.5 * np.log(S_p / S_n)
level_num = minimize_scalar(lambda e: -S_kin(u_peak, level=e), bounds=(-8, 8),
                            method="bounded", options={"xatol": 1e-7}).x
assert abs(level_num - level_best) < 0.01

# Charge beyond which the attracting sign starts to help
u_back = np.log(S_p * p_d / (S_n * n_d))
u_back_num = brentq(lambda u: S_kin(u) - S_kin(0.0), u_peak, 12)
assert abs(u_back_num - u_back) < 1e-5
assert S_kin(u_peak) > S_kin(0.0)

# Band bending from the grid, and the inverse-square law
profiles = {}
for Q in (-Q_ex, Q_ex):
    profiles[Q] = poisson_grid(Q)
    assert abs(profiles[Q][1][0] - bending_from_charge(Q)) < 1e-3
for sign in (-1, 1):
    ends = [S_kin(poisson_grid(sign * Q)[1][0]) for Q in (2e12, 4e12)]
    slope = np.log(ends[1] / ends[0]) / np.log(2)
    assert abs(slope + 2) < 0.05
    if sign < 0:
        slope_neg = slope
    else:
        slope_pos = slope
u_neg, u_pos = bending_from_charge(-Q_ex), bending_from_charge(Q_ex)
tail_pos = S_p * product * 2 * A / Q_ex**2 / excess
tail_neg = S_n * product * 2 * A / Q_ex**2 / excess
assert abs(tail_pos / S_kin(u_pos) - 1) < 0.1
assert abs(tail_neg / S_kin(u_neg) - 1) < 0.1

# Only the repelled carrier's cross section controls the suppressed rate
assert abs(S_kin(u_pos, cs_n=10 * sigma_n) / S_kin(u_pos) - 1) < 1e-3
assert abs(S_kin(u_pos, cs_p=2 * sigma_p) / S_kin(u_pos) - 2) < 1e-3
assert abs(S_kin(u_neg, cs_p=10 * sigma_p) / S_kin(u_neg) - 1) < 1e-3
assert abs(S_kin(u_neg, cs_n=2 * sigma_n) / S_kin(u_neg) - 2) < 1e-3


# Neglected effects: bulk traps in the space-charge layer, and Auger
def bulk_rate(u):
    total = n_d * np.exp(u) + p_d * np.exp(-u) + 2 * ni
    return (product - ni**2) / (tau_bulk * total)


def layer_velocity(u_s):
    sign = np.sign(u_s)
    value = quad(lambda w: (bulk_rate(sign * w) - bulk_rate(0.0)) * A
                 / abs(charge_from_bending(sign * w)), 1e-3, abs(u_s),
                 limit=300)[0]
    return value / excess


S_layer, S_auger = {}, {}
for Q, (x, u) in profiles.items():
    S_layer[Q] = layer_velocity(u[0])
    on_grid = trapezoid(bulk_rate(u) - bulk_rate(0.0), x) / excess
    assert abs(on_grid - S_layer[Q]) < 0.01 * abs(S_layer[Q]) + 1e-5
    extra = n_d * np.expm1(u) + p_d * np.expm1(-u)
    S_auger[Q] = C_auger * product * trapezoid(extra, x) / excess


# Largest quasi-Fermi-level drop across the layer, in units of kT
def level_drop(u_s):
    sign, U = np.sign(u_s), S_kin(u_s) * excess
    drops = []
    for D, dens, s in ((D_n, n_d, 1), (D_p, p_d, -1)):
        drops.append(U * quad(lambda w: A / abs(charge_from_bending(sign * w))
                              / (D * dens * np.exp(s * sign * w)),
                              0.01, abs(u_s), limit=300)[0])
    return max(drops)


drop = max(level_drop(u) for u in (u_neg, u_peak, u_pos))
assert drop < 0.01


# Fermi statistics: the attracted gas supplies the same pressure
def fermi(order, eta):
    norm = {0.5: 2 / np.sqrt(np.pi), 1.5: 4 / (3 * np.sqrt(np.pi))}[order]
    return norm * quad(lambda e: e**order / (1 + np.exp(e - eta)), 0, 60)[0]


deriv = (fermi(1.5, -0.99) - fermi(1.5, -1.01)) / 0.02
assert abs(deriv / fermi(0.5, -1.0) - 1) < 1e-4
pressure = Q_ex**2 / (2 * A)
eta = brentq(lambda e: fermi(1.5, e) - pressure / N_band, -10, 5)
fermi_factor = pressure / N_band / np.exp(eta)

# Quantum motion in the surface field (constant-field estimates)
field = Q_ex / A * kT_eV              # V/cm


def field_energy(mass):
    """Airy energy scale in units of kT."""
    force = q * field * 100
    return (hbar**2 * force**2 / (2 * mass * m_e))**(1 / 3) / (kB * T)


def confinement(t):
    """Quantum over classical partition function of a triangular well."""
    return np.sum(np.exp(t * ai_zeros(100)[0])) * 2 * np.sqrt(np.pi) * t**1.5


def tunnelling(t):
    """Quantum over classical density on a linear slope without a wall."""
    return np.exp(t**3 / 12)


t_test = field_energy(0.92)
step = 0.02
s = step * np.arange(1, 3000)
levels = eigh_tridiagonal(2 / step**2 + s, -np.ones(len(s) - 1) / step**2,
                          eigvals_only=True, select="i", select_range=(0, 50))
Z_classical = (quad(lambda k: np.exp(-t_test * k**2), -np.inf, np.inf)[0]
               * quad(lambda y: np.exp(-t_test * y), 0, np.inf)[0] / (2 * np.pi))
assert abs(np.sum(np.exp(-t_test * levels)) / Z_classical
           / confinement(t_test) - 1) < 1e-3
t_light = field_energy(0.16)
y = np.linspace(-40, 15, 200001)
density = trapezoid(airy(y)[0]**2 * np.exp(t_light * y), y)
assert abs(density * 2 * np.sqrt(np.pi * t_light) / tunnelling(t_light) - 1) < 1e-4

# Avalanche and band-to-band tunnelling need a potential drop of about the gap
assert max(abs(u_neg), abs(u_pos)) * kT_eV < gap

# Warmer operation at the same injected density
T_hot = 330.0
ni_hot = ni * (T_hot / T)**1.5 * np.exp(-gap * q / (2 * kB)
                                         * (1 / T_hot - 1 / T))
nd_hot, pd_hot = edge_densities(ni_hot)
S_hot = []
for Q in (-Q_ex, Q_ex):
    uh = bending_from_charge(Q, screening_constant(T_hot), nd_hot, pd_hot)
    S_hot.append(rate_formula(nd_hot * np.exp(uh), pd_hot * np.exp(-uh),
                              n_int=ni_hot) / excess)

print(f"T = {T:.0f} K, kT = {1000*kT_eV:.2f} meV, eps_r = {eps_r}, gap = {gap} eV")
print(f"n_i = {ni:.1e}, acceptors = {doping:.1e}, excess = {excess:.1e} cm^-3")
print(f"sigma_n = {sigma_n:.1e}, sigma_p = {sigma_p:.1e} cm^2")
print(f"v = {v_th:.1e} cm/s, N_it = {N_it:.1e} cm^-2")
print(f"S_n = {S_n:.1f}, S_p = {S_p:.1f} cm/s")
print(f"n_d = {n_d:.3e}, p_d = {p_d:.3e} cm^-3, P = {product:.3e} cm^-6")
print(f"A = {A:.3e} cm^-1, Q^2/(2A) at 1e12 cm^-2 = {pressure:.3e} cm^-3")
print("Q (cm^-2), bending (eV), n_s, p_s (cm^-3), S_eff (cm/s):")
for Q in (-3e12, -1e12, -1e11, 0.0, 1e11, 3e11, 1e12, 3e12):
    u = bending_from_charge(Q)
    print(f"  {Q:+.1e} {u*kT_eV:+.4f} {n_d*np.exp(u):.3e} "
          f"{p_d*np.exp(-u):.3e} {S_formula(u):.4g}")
print(f"peak: Q = {charge_from_bending(u_peak):.3e} cm^-2, "
      f"bending = {u_peak*kT_eV:.4f} eV")
print(f"peak: n_s = {ns_peak:.3e}, p_s = {ps_peak:.3e} cm^-3")
print(f"peak: S_eff = {U_peak/excess:.1f} cm/s, filling = {filling:.4f}")
print(f"peak waits: electron {wait_n*1e6:.3f} us, hole {wait_p*1e6:.3f} us")
print(f"peak S_eff, level 0.30 eV above midgap = "
      f"{S_kin(u_peak, level=level_off):.2f} cm/s")
print(f"peak S_eff, level 0.30 eV below midgap = "
      f"{S_kin(u_peak, level=-level_off):.2f} cm/s")
print(f"most active level relative to midgap = {1000*level_best*kT_eV:.1f} meV")
print(f"return to zero-charge S_eff at Q = {charge_from_bending(u_back):.3e} cm^-2")
print(f"1/Q^2 law at -1e12: {tail_neg:.4f}, at +1e12: {tail_pos:.4f} cm/s")
print(f"log slope, 2e12 to 4e12: negative {slope_neg:.3f}, positive {slope_pos:.3f}")
print("Neglected effects at |Q| = 1e12 cm^-2 unless stated:")
print(f"trap charge / fixed charge, at most = {N_it/Q_ex:.3f}")
print(f"trap charge / peak charge, at most = "
      f"{N_it/charge_from_bending(u_peak):.3f}")
print(f"largest quasi-Fermi drop (both signs and peak) = {drop:.1e} kT")
print(f"bulk lifetime = {1000*tau_bulk:.1f} ms, Auger C = {C_auger:.1e} cm^6/s")
print(f"diffusion constants: D_n = {D_n:.0f}, D_p = {D_p:.0f} cm^2/s")
print(f"extra layer S: Q<0 {S_layer[-Q_ex]:.5f}, Q>0 {S_layer[Q_ex]:.5f} cm/s")
print(f"extra Auger S: Q<0 {S_auger[-Q_ex]:.5f}, Q>0 {S_auger[Q_ex]:.5f} cm/s")
print(f"band density of states used = {N_band:.1e} cm^-3")
print(f"Fermi statistics: repelled density times {fermi_factor:.3f}")
print(f"surface field in silicon = {field/1e6:.3f} MV/cm")
print(f"confinement: repelled density times {confinement(field_energy(0.92)):.2f} "
      "(electrons, mass 0.92)")
print(f"confinement: repelled density times {confinement(field_energy(0.5)):.2f} "
      "(holes, mass 0.5)")
print(f"tunnelling: repelled electrons times {tunnelling(field_energy(0.19)):.2f} "
      "(mass 0.19)")
print(f"tunnelling: repelled holes times {tunnelling(t_light):.2f} (mass 0.16)")
print(f"largest bending / gap = {max(abs(u_neg), abs(u_pos))*kT_eV/gap:.3f}")
print(f"n_i at {T_hot:.0f} K = {ni_hot:.2e} cm^-3")
print(f"S_eff at {T_hot:.0f} K: Q<0 {S_hot[0]:.4f}, Q>0 {S_hot[1]:.4f} cm/s")
print("all tests passed")
```

Running it gives:

```
T = 300 K, kT = 25.85 meV, eps_r = 11.7, gap = 1.12 eV
n_i = 1.0e+10, acceptors = 1.0e+16, excess = 1.0e+13 cm^-3
sigma_n = 1.0e-15, sigma_p = 1.0e-16 cm^2
v = 1.0e+07 cm/s, N_it = 1.0e+10 cm^-2
S_n = 100.0, S_p = 10.0 cm/s
n_d = 1.000e+13, p_d = 1.001e+16 cm^-3, P = 1.001e+29 cm^-6
A = 1.672e+05 cm^-1, Q^2/(2A) at 1e12 cm^-2 = 2.991e+18 cm^-3
Q (cm^-2), bending (eV), n_s, p_s (cm^-3), S_eff (cm/s):
  -3.0e+12 -0.2042 3.706e+09 2.701e+19 0.03706
  -1.0e+12 -0.1479 3.273e+10 3.058e+18 0.3273
  -1.0e+11 -0.0451 1.744e+12 5.739e+16 17.44
  +0.0e+00 +0.0000 1.000e+13 1.001e+16 99.01
  +1.0e+11 +0.1014 5.055e+14 1.980e+14 190.6
  +3.0e+11 +0.2535 1.812e+17 5.525e+11 0.5525
  +1.0e+12 +0.3249 2.876e+18 3.481e+10 0.03481
  +3.0e+12 +0.3826 2.678e+19 3.737e+09 0.003737
peak: Q = 6.868e+10 cm^-2, bending = 0.0595 eV
peak: n_s = 1.000e+14, p_s = 1.000e+15 cm^-3
peak: S_eff = 500.2 cm/s, filling = 0.5000
peak waits: electron 1.000 us, hole 1.000 us
peak S_eff, level 0.30 eV above midgap = 77.24 cm/s
peak S_eff, level 0.30 eV below midgap = 323.22 cm/s
most active level relative to midgap = -29.8 meV
return to zero-charge S_eff at Q = 1.114e+11 cm^-2
1/Q^2 law at -1e12: 0.3346, at +1e12: 0.0335 cm/s
log slope, 2e12 to 4e12: negative -1.993, positive -2.011
Neglected effects at |Q| = 1e12 cm^-2 unless stated:
trap charge / fixed charge, at most = 0.010
trap charge / peak charge, at most = 0.146
largest quasi-Fermi drop (both signs and peak) = 2.8e-04 kT
bulk lifetime = 1.0 ms, Auger C = 4.0e-31 cm^6/s
diffusion constants: D_n = 30, D_p = 10 cm^2/s
extra layer S: Q<0 -0.00651, Q>0 0.08155 cm/s
extra Auger S: Q<0 0.00400, Q>0 0.00262 cm/s
band density of states used = 3.0e+19 cm^-3
Fermi statistics: repelled density times 0.983
surface field in silicon = 0.155 MV/cm
confinement: repelled density times 0.52 (electrons, mass 0.92)
confinement: repelled density times 0.41 (holes, mass 0.5)
tunnelling: repelled electrons times 1.26 (mass 0.19)
tunnelling: repelled holes times 1.32 (mass 0.16)
largest bending / gap = 0.290
n_i at 330 K = 8.27e+10 cm^-3
S_eff at 330 K: Q<0 0.3593, Q>0 0.0384 cm/s
all tests passed
```
